**Cattaneo cooling of a film: undershoot and the interface bound**

The program studies a film of thickness \(L\), initially at \(T_0\), whose faces are suddenly cooled to \(T_w\), with heat capacity \(C\), diffusivity \(\alpha\), flux relaxation time \(\tau\) and front speed \(c=\sqrt{\alpha/\tau}\). With fixed face temperatures the film undershoots \(T_w\); with an interface conductance \(h\le Cc\) it stays between \(T_w\) and \(T_0\). The program asserts that the Bessel-function image solution agrees with a numerical inverse Laplace transform and with a march along characteristics. It also asserts the collision and midplane thickness limits, the near-face undershoot at \(L=8c\tau\), the heat balance, and the flow of heat from colder to warmer metal. The interface bound is tested at selected positions and times for \(h/(Cc)=0.042\) and 1, and a thin film with \(h/(Cc)=1.5\) is shown to undershoot. For a 2 nm aluminium film cooled from 400 K to 300 K, the output gives 278.7 K at the collision and 257.8 K at the deepest midplane point, while Fourier's law stays above 300 K. The printed mean free path of 20 nm and electron–lattice time of about 110 fs show that this large undershoot lies outside the model's range of validity.

## Verification by program

```python
"""Cattaneo cooling of a film whose two faces are suddenly made colder.

Result under test: with fixed face temperatures the film falls below the
face temperature for every thickness; with an interface conductance
h <= C*c the same equation stays between the initial and wall values.

Scaled symbols: time in tau, length in c*tau, c = sqrt(alpha/tau),
u = (T - T_wall)/(T_start - T_wall), j = q/(C*c*(T_start - T_wall)),
ell = film thickness, b = h/(C*c); b = infinity is a fixed face temperature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ive


def half_space_drop(x, t):
    """Fall of u in a half space whose face drops from 1 to 0."""
    if t < x:
        return 0.0
    if x == 0:
        return 1.0

    def tail(s):
        z = np.sqrt(s * s - x * x)
        if z < 1e-10:
            return 0.25 * np.exp(-s / 2)
        return ive(1, z / 2) * np.exp((z - s) / 2) / z
    return np.exp(-x / 2) + x / 2 * quad(tail, x, t)[0]


def half_space_flux(x, t):
    if t < x:
        return 0.0
    z = np.sqrt(t * t - x * x)
    return -ive(0, z / 2) * np.exp((z - t) / 2)


def image_temperature(ell, x, t):
    drop = 0.0
    for n in range(int(t / ell) + 2):
        drop += (-1)**n * (half_space_drop(x + n * ell, t)
                           + half_space_drop((n + 1) * ell - x, t))
    return 1 - drop


def transform_temperature(ell, x, b, times, width=0.01):
    """Inverse Laplace transform, smoothed in time by a narrow Gaussian."""
    shift, step = 0.5, 0.05
    omega = np.arange(0, 8 / width, step)
    s = shift + 1j * omega
    lam = np.sqrt(s * (1 + s))
    bottom = np.cosh(lam * ell / 2)
    if np.isfinite(b):
        bottom = bottom + lam / (b * (1 + s)) * np.sinh(lam * ell / 2)
    f = np.cosh(lam * (x - ell / 2)) / (s * bottom)
    f = f * np.exp((width * s)**2 / 2)
    f[0] *= 0.5
    return np.array([1 - np.exp(shift * t) * step / np.pi
                     * np.sum((f * np.exp(1j * omega * t)).real)
                     for t in times])


def march(ell, b, cells, t_end):
    """Carry the two streams u+j and u-j along their characteristics."""
    dt = ell / cells
    factor = (1 - b) / (1 + b) if np.isfinite(b) else -1.0
    right, left = np.ones(cells + 1), np.ones(cells + 1)
    right[0], left[-1] = factor * left[0], factor * right[-1]
    steps = int(round(t_end / dt))
    u = np.empty((steps + 1, cells + 1))
    j = np.empty_like(u)
    u[0], j[0] = (right + left) / 2, (right - left) / 2
    half_decay = np.exp(-dt / 2)
    for n in range(1, steps + 1):
        mean, diff = (right + left) / 2, (right - left) / 2 * half_decay
        right, left = mean + diff, mean - diff
        right[1:] = right[:-1].copy()
        left[:-1] = left[1:].copy()
        right[0], left[-1] = factor * left[0], factor * right[-1]
        mean, diff = (right + left) / 2, (right - left) / 2 * half_decay
        right, left = mean + diff, mean - diff
        u[n], j[n] = mean, diff
    return dt, u, j


def fourier_midplane(fourier_number):
    n = np.arange(200)
    m = 2 * n + 1
    return np.sum(4 / (np.pi * m) * (-1.0)**n
                  * np.exp(-(m * np.pi)**2 * fourier_number))


# Rough room-temperature values for fcc aluminium, and chosen conditions
k_heat, c_heat, tau = 240.0, 2.4e6, 10e-15
thickness, t_start, t_wall = 2e-9, 400.0, 300.0
electron_density, coupling, debye_temp = 1.8e29, 2.5e17, 430.0
h_metal, h_oxide = 1e10, 2e8
delta = t_start - t_wall
alpha = k_heat / c_heat
speed = np.sqrt(alpha / tau)
unit_length = speed * tau
ell = thickness / unit_length
h_limit = c_heat * speed


def kelvin(u_value):
    return t_wall + delta * u_value


# Image sum against the inverse transform, at times between front arrivals
check_times = np.array([1.5, 2.5, 3.5, 4.5]) * ell / 2
by_images = np.array([image_temperature(ell, ell / 2, t) for t in check_times])
by_transform = transform_temperature(ell, ell / 2, np.inf, check_times)
assert np.max(np.abs(by_images - by_transform)) < 1e-3

# Collision and deepest temperature against the march
cells = 400
dt, u, j = march(ell, np.inf, cells, 3 * ell)
mid = cells // 2
collision = 1 - 2 * np.exp(-ell / 4)
assert abs(u[mid, mid] - collision) < 4e-3
deepest = 1 - 2 * half_space_drop(ell / 2, 1.5 * ell)
row, column = np.unravel_index(np.argmin(u), u.shape)
assert abs(u[row, column] - deepest) < 4e-3
assert abs(column - mid) <= 2 and abs(row - 3 * mid) <= 4

# Thickness at which the collision just reaches the wall temperature
ell_collision = 4 * np.log(2)
for scale, sign in ((0.95, -1), (1.05, 1)):
    _, u_test, _ = march(scale * ell_collision, np.inf, cells,
                         0.5 * scale * ell_collision)
    assert sign * u_test[mid, mid] > 0

# Thickness limit for midplane undershoot before the reflected fronts return
ell_window = brentq(lambda a: 2 * half_space_drop(a / 2, 1.5 * a) - 1, 3, 8)
for scale, sign in ((0.97, -1), (1.03, 1)):
    _, u_test, _ = march(scale * ell_window, np.inf, cells,
                         1.5 * scale * ell_window)
    assert sign * u_test[:3 * mid, mid].min() > 0

# Thick film: undershoot survives close to a face
ell_thick, cells_thick = 8.0, 800
dx, u_thick, _ = march(ell_thick, np.inf, cells_thick, ell_thick)
near_face = u_thick[cells_thick - 1, 1]
expected = (1 - half_space_drop(dx, ell_thick - dx)
            - np.exp(-(ell_thick - dx) / 2))
assert near_face < 0 and abs(near_face - expected) < 5e-4
closer = [1 - half_space_drop(x, ell_thick - x)
          - np.exp(-(ell_thick - x) / 2) for x in (1e-2, 1e-3, 1e-4)]
assert abs(closer[-1] + np.exp(-ell_thick / 2)) < 1e-4

# Heat balance when the fronts reach the opposite faces
mean_march = np.sum(u[cells, 1:-1]) * dt / ell
mean_flux = 1 - 2 / ell * quad(lambda t: ive(0, t / 2), 0, ell)[0]
assert abs(mean_march - mean_flux) < 6e-3

# After the collision heat crosses the front from colder to warmer metal
i_t, i_warm, i_cold = 3 * cells // 4, cells // 8, 3 * cells // 8
t_up, x_warm, x_cold = i_t * dt, i_warm * dt, i_cold * dt
u_warm = image_temperature(ell, x_warm, t_up)
u_cold = image_temperature(ell, x_cold, t_up)
flux_warm, flux_cold = [half_space_flux(x, t_up)
                        - half_space_flux(ell - x, t_up)
                        for x in (x_warm, x_cold)]
assert u_cold < 0 < u_warm
assert abs(u[i_t, i_warm] - u_warm) < 4e-3
assert abs(u[i_t, i_cold] - u_cold) < 4e-3
assert abs(j[i_t, i_warm] - flux_warm) < 4e-3
assert abs(j[i_t, i_cold] - flux_cold) < 4e-3
assert np.all(j[i_t, i_warm:i_cold + 1] < 0)
# between the two fronts the smooth profile rises towards the midplane
assert (image_temperature(ell, 0.45 * ell, t_up)
        > image_temperature(ell, 0.30 * ell, t_up))

# Fourier series against a diagonalized difference matrix
nodes = 199
lap = (np.diag(-2 * np.ones(nodes)) + np.diag(np.ones(nodes - 1), 1)
       + np.diag(np.ones(nodes - 1), -1)) * (nodes + 1)**2
values, vectors = np.linalg.eigh(lap)
fourier = []
for t in (ell / 2, 1.5 * ell):
    number = t / ell**2
    profile = vectors @ (np.exp(values * number)
                         * (vectors.T @ np.ones(nodes)))
    assert abs(profile[nodes // 2] - fourier_midplane(number)) < 1e-4
    assert profile.min() > 0 and profile.max() < 1
    fourier.append(fourier_midplane(number))

# Interface conductance: bound tested with the inverse transform
b_metal, b_oxide = h_metal / h_limit, h_oxide / h_limit
scan = np.linspace(0.1, 12, 60)
lowest_matched = 1.0
for b in (b_metal, 1.0):
    for x in (0.05, 0.5, 1.0):
        result = transform_temperature(ell, x * ell / 2, b, scan)
        assert result.min() > -1e-4 and result.max() < 1 + 1e-4
        if b == 1.0:
            lowest_matched = min(lowest_matched, result.min())
_, u_matched, _ = march(ell, 1.0, cells, 3 * ell)
rows = np.rint(check_times / dt).astype(int)
assert np.max(np.abs(u_matched[rows, mid] - transform_temperature(
    ell, ell / 2, 1.0, rows * dt))) < 6e-3
stiff_thin = transform_temperature(0.2, 0.1, 1.5, [0.2])[0]
assert stiff_thin < -0.1

# Realistic metal contact: cooling is close to a simple exponential
cool_time = c_heat * thickness / (2 * h_metal)
_, u_metal, _ = march(ell, b_metal, cells, cool_time / tau)
clock = np.arange(len(u_metal)) * dt * tau
lumped = np.exp(-clock / cool_time)
lump_error = delta * np.max(np.abs(u_metal[:, mid] - lumped))
assert lump_error < 5.0 and u_metal.min() > 0

# Sizes of neglected effects, free-electron estimates
fermi_energy = (const.hbar**2 * (3 * np.pi**2 * electron_density)**(2 / 3)
                / (2 * const.m_e))
fermi_speed = np.sqrt(2 * fermi_energy / const.m_e)
c_electron = (np.pi**2 / 2 * electron_density * const.k**2 * t_wall
              / fermi_energy)
free_path = fermi_speed * tau
tau_kinetic = 3 * k_heat / (c_electron * fermi_speed**2)
equilibration = c_electron / coupling
vibration = const.h / (const.k * debye_temp)
deep_time = 1.5 * ell * tau
assert free_path > ell_window * unit_length > thickness
assert equilibration > deep_time and vibration > deep_time

fs, nm = 1e15, 1e9
flux_unit = h_limit * delta
print(f"Conductivity k (rough): {k_heat:.0f} W/(m K)")
print(f"Heat capacity C (rough): {c_heat:.2e} J/(m^3 K)")
print(f"Flux relaxation time tau (rough): {tau*fs:.1f} fs")
print(f"Film thickness L: {thickness*nm:.1f} nm")
print(f"Start and wall temperature: {t_start:.0f} K, {t_wall:.0f} K")
print(f"Diffusivity alpha: {alpha:.2e} m^2/s")
print(f"Front speed c: {speed:.2e} m/s")
print(f"Length c*tau: {unit_length*nm:.3f} nm")
print(f"Scaled thickness L/(c*tau): {ell:.3f}")
print(f"Collision time: {ell/2*tau*fs:.1f} fs")
print(f"Midplane just after collision: {kelvin(collision):.1f} K")
print(f"Half-space drop theta(L/2, 3L/2c): {(1-deepest)/2:.4f}")
print(f"Time of deepest midplane value: {deep_time*fs:.1f} fs")
print(f"Deepest midplane temperature: {kelvin(deepest):.1f} K")
print(f"Lowest value in the march: {kelvin(u.min()):.1f} K")
print(f"Fourier midplane at collision time: {kelvin(fourier[0]):.2f} K")
print(f"Fourier midplane at deepest time: {kelvin(fourier[1]):.2f} K")
print(f"Mean film temperature at t=L/c: {kelvin(mean_flux):.1f} K")
print(f"Cold-to-warm flow, time: {t_up*tau*fs:.1f} fs")
print(f"Front from far face is at x: {(ell-t_up)*unit_length*nm:.2f} nm")
print(f"Outer point x={x_warm*unit_length*nm:.2f} nm: {kelvin(u_warm):.1f} K")
print(f"Inner point x={x_cold*unit_length*nm:.2f} nm: {kelvin(u_cold):.1f} K")
print(f"Flux at outer point: {flux_warm*flux_unit:.2e} W/m^2")
print(f"Flux at inner point: {flux_cold*flux_unit:.2e} W/m^2")
print(f"Collision undershoot below L: {ell_collision*unit_length*nm:.2f} nm")
print(f"Midplane first-window limit L: {ell_window*unit_length*nm:.2f} nm")
thick_limit = np.exp(-ell_thick / 2)
print(f"Near-face undershoot, L=8 c*tau, limit: {thick_limit:.5f} Delta T")
print(f"Same, march one cell from face: {-near_face:.5f} Delta T")
line = 20e-9
small = delta * np.exp(-line / (2 * unit_length))
print(f"Near-face undershoot, {line*nm:.0f} nm film: {small*1e3:.2f} mK")
print(f"Limiting conductance C*c: {h_limit:.2e} W/(m^2 K)")
print(f"Metal contact h (rough): {h_metal:.1e} W/(m^2 K)")
print(f"Metal contact b=h/(C*c): {b_metal:.4f}")
print(f"Oxide contact h (rough): {h_oxide:.1e} W/(m^2 K)")
print(f"Oxide contact b=h/(C*c): {b_oxide:.5f}")
print(f"Lowest scanned T for b=1: {kelvin(lowest_matched):.2f} K")
print(f"Scaled midplane u, b=1.5, L=0.2 c*tau, t=0.2 tau: {stiff_thin:.3f}")
print(f"Cooling time C*L/(2h), metal contact: {cool_time*fs:.0f} fs")
print(f"Largest gap to exponential cooling: {lump_error:.1f} K")
print(f"Electron density (rough): {electron_density:.1e} m^-3")
print(f"Fermi energy: {fermi_energy/const.e:.1f} eV")
print(f"Fermi speed: {fermi_speed:.2e} m/s")
print(f"Fermi speed / front speed: {fermi_speed/speed:.1f}")
print(f"Electron mean free path: {free_path*nm:.1f} nm")
print(f"Mean free path / film thickness: {free_path/thickness:.1f}")
print(f"Electron heat capacity at wall T: {c_electron:.2e} J/(m^3 K)")
print(f"Relaxation time from kinetic k: {tau_kinetic*fs:.1f} fs")
print(f"Electron-lattice coupling (rough): {coupling:.1e} W/(m^3 K)")
print(f"Electron-lattice time C_e/G: {equilibration*fs:.0f} fs")
print(f"Debye temperature (rough): {debye_temp:.0f} K")
print(f"Shortest lattice vibration period: {vibration*fs:.0f} fs")
print("checks complete")
```

Output:

```
Conductivity k (rough): 240 W/(m K)
Heat capacity C (rough): 2.40e+06 J/(m^3 K)
Flux relaxation time tau (rough): 10.0 fs
Film thickness L: 2.0 nm
Start and wall temperature: 400 K, 300 K
Diffusivity alpha: 1.00e-04 m^2/s
Front speed c: 1.00e+05 m/s
Length c*tau: 1.000 nm
Scaled thickness L/(c*tau): 2.000
Collision time: 10.0 fs
Midplane just after collision: 278.7 K
Half-space drop theta(L/2, 3L/2c): 0.7108
Time of deepest midplane value: 30.0 fs
Deepest midplane temperature: 257.8 K
Lowest value in the march: 257.9 K
Fourier midplane at collision time: 310.80 K
Fourier midplane at deepest time: 300.08 K
Mean film temperature at t=L/c: 265.3 K
Cold-to-warm flow, time: 15.0 fs
Front from far face is at x: 0.50 nm
Outer point x=0.25 nm: 309.1 K
Inner point x=0.75 nm: 271.6 K
Flux at outer point: -1.29e+13 W/m^2
Flux at inner point: -7.35e+11 W/m^2
Collision undershoot below L: 2.77 nm
Midplane first-window limit L: 5.67 nm
Near-face undershoot, L=8 c*tau, limit: 0.01832 Delta T
Same, march one cell from face: 0.01671 Delta T
Near-face undershoot, 20 nm film: 4.54 mK
Limiting conductance C*c: 2.40e+11 W/(m^2 K)
Metal contact h (rough): 1.0e+10 W/(m^2 K)
Metal contact b=h/(C*c): 0.0417
Oxide contact h (rough): 2.0e+08 W/(m^2 K)
Oxide contact b=h/(C*c): 0.00083
Lowest scanned T for b=1: 300.00 K
Scaled midplane u, b=1.5, L=0.2 c*tau, t=0.2 tau: -0.165
Cooling time C*L/(2h), metal contact: 240 fs
Largest gap to exponential cooling: 4.1 K
Electron density (rough): 1.8e+29 m^-3
Fermi energy: 11.6 eV
Fermi speed: 2.02e+06 m/s
Fermi speed / front speed: 20.2
Electron mean free path: 20.2 nm
Mean free path / film thickness: 10.1
Electron heat capacity at wall T: 2.73e+04 J/(m^3 K)
Relaxation time from kinetic k: 6.5 fs
Electron-lattice coupling (rough): 2.5e+17 W/(m^3 K)
Electron-lattice time C_e/G: 109 fs
Debye temperature (rough): 430 K
Shortest lattice vibration period: 112 fs
checks complete
```
